# Kramers-Kronig Dispersion at an Absorption Edge in the Extreme Ultraviolet

Let an atom with $Z$ electrons be driven by a weak field $\mathcal E e^{-i\omega t}$ whose wavelength is long compared with the atom, and let its motion be nonrelativistic. The induced dipole moment is $\alpha(\omega)\mathcal E e^{-i\omega t}$. In Gaussian units the atomic scattering factors $f_1$ and $f_2$ are defined by

$$
\alpha(\omega)=-\frac{e^2}{m\omega^2}\,(f_1-if_2),\qquad E=\hbar\omega .
$$

The reason for the prefactor is the free electron. From $m\ddot r=-e\mathcal E e^{-i\omega t}$ follows the amplitude $r=e\mathcal E/(m\omega^2)$ and the dipole $-er=-e^2\mathcal E/(m\omega^2)$. A free electron therefore has $f_1=1$ and $f_2=0$, and the atom has $f_1\to Z$ at high frequency within this nonrelativistic dipole description. Absorption requires $\operatorname{Im}\alpha=e^2f_2/(m\omega^2)\ge0$, hence $f_2\ge0$.

For $N$ atoms per unit volume, put $\chi=4\pi N\alpha$. If each atom feels the average field, $n^2=1+\chi$. For $|\chi|\ll1$ this gives $n\simeq1+\chi/2$, or

$$
n=1-\delta+i\beta,\qquad
\delta-i\beta=C(E)\,(f_1-if_2),\qquad
C(E)=\frac{2\pi N\hbar^2e^2}{mE^2}.
$$

The Lorentz local field changes the starting point to $n^2=(1+2\chi/3)/(1-\chi/3)=1+\chi+\chi^2/3+\dots$. Its square root is $1+\chi/2+(1/6-1/8)\chi^2+\dots$, so the correction to the linear index is $\chi^2/24$ at leading order.

The intensity decays as $e^{-2\omega\beta z/c}$, which must equal $e^{-N\sigma z}$. Thus $\sigma=2\omega\beta/(Nc)=4\pi e^2f_2/(mc\omega)$, and a measured photoabsorption cross-section determines $f_2$.

Causality supplies the link from $f_2$ to $f_1$. The dipole at time $t$ depends on the field at earlier times through a real response function $K$:

$$
\alpha(\omega)=\int_0^\infty K(\tau)e^{i\omega\tau}\,d\tau .
$$

For $\operatorname{Im}\omega>0$ the exponential decays, so $\alpha$ is analytic in the upper half-plane. Integrate $\alpha(\omega')/(\omega'-\omega)$ along the real axis, pass above the pole at $\omega$ on a small semicircle, and close with a large arc above. The arc contributes nothing because $\alpha\sim\omega'^{-2}$. The small semicircle runs clockwise and contributes $-i\pi\alpha(\omega)$. Hence

$$
P\!\int_{-\infty}^{\infty}\frac{\alpha(\omega')}{\omega'-\omega}\,d\omega'=i\pi\alpha(\omega),
$$

where $P$ denotes the principal value. Undamped spectral lines are understood as limits of damped ones. The imaginary part of this equation, divided into its positive and negative frequencies, uses the fact that $K$ is real and $\operatorname{Im}\alpha$ is therefore odd:

$$
\begin{aligned}
\operatorname{Re}\alpha(\omega)
&=\frac1\pi P\!\int_0^\infty \operatorname{Im}\alpha(\omega')
\left[\frac1{\omega'-\omega}+\frac1{\omega'+\omega}\right]d\omega'\\
&=\frac2\pi P\!\int_0^\infty
\frac{\omega'\operatorname{Im}\alpha(\omega')}{\omega'^2-\omega^2}\,d\omega'.
\end{aligned}
$$

Insert $\operatorname{Re}\alpha=-e^2f_1/(m\omega^2)$ and $\operatorname{Im}\alpha=e^2f_2/(m\omega^2)$. Multiplication by $-m\omega^2/e^2$ reverses the denominator, and in terms of photon energy

$$
f_1(E)=\frac{2E^2}{\pi}P\!\int_0^\infty
\frac{f_2(E')}{E'(E^2-E'^2)}\,dE' .
$$

As $E\to\infty$ the factor $E^2/(E^2-E'^2)$ tends to one. With $f_2$ falling fast enough for the integral to converge, the free-electron limit gives the sum rule

$$
\frac2\pi\int_0^\infty\frac{f_2(E')}{E'}\,dE'=Z .
$$

The quantity $(2/\pi)f_2\,dE'/E'$ is thus the oscillator strength in the interval $dE'$. The identity $E^2/[E'(E^2-E'^2)]=1/E'-E'/(E'^2-E^2)$ then puts the dispersion relation in the form

$$
f_1(E)=Z-\frac2\pi P\!\int_0^\infty
\frac{E'f_2(E')}{E'^2-E^2}\,dE' .
$$

Absorption above $E$ lowers $f_1$, and absorption below $E$ raises it. Just below an edge at energy $E_0$, where absorption sets in strongly, that absorption lies on the lowering side. Just above it, the absorption between $E_0$ and $E$ is a narrow interval that can compensate only part of the absorption on the other side. This is why the dip occurs on both sides of the edge.

To find its form, let $f_2$ jump upward by $\Delta$ at $E_0$. A convenient function with this jump is

$$
s(E)=\begin{cases}0,&E<E_0,\\(E_0/E)^2,&E>E_0.\end{cases}
$$

Write $f_2=\Delta s+h$. Suppose that, for any two energies near the edge and on the same side of it, the values of $f_2$ differ by at most a constant times a positive power of the energy separation. The limits of $h$ from the two sides agree, and with $h(E_0)$ set to this common limit $h$ is continuous and obeys $|h(E')-h(E)|\le B|E'-E|^\eta$ near the edge, with some $B$ and $\eta>0$. This is the Hölder condition.

The contribution of $h$ to $f_1$ is bounded near $E_0$. Its integrand can be written $G(E')/(E-E')$, where $G=2E^2h(E')/[\pi E'(E+E')]$ obeys a condition of the same kind. On the interval $|E'-E|<a$, the principal value of $G(E)/(E-E')$ vanishes by symmetry. The remaining part is at most a constant times $\int_{-a}^{a}|y|^{\eta-1}dy=2a^\eta/\eta$. Outside the interval there is no singular denominator. Any logarithm must therefore come from $\Delta s$.

For that part set $x=E/E_0$ and $v=(E'/E_0)^2$. Since $dE'/E'=dv/(2v)$,

$$
f_{1,\rm edge}=\frac{\Delta x^2}{\pi}P\!\int_1^\infty\frac{dv}{v^2(x^2-v)} .
$$

Partial fractions give

$$
\frac1{v^2(x^2-v)}=\frac1{x^2v^2}+\frac1{x^4v}+\frac1{x^4(x^2-v)} .
$$

The first term integrates to $1/x^2$. The other two have the antiderivative $x^{-4}\ln|v/(x^2-v)|$, which vanishes at infinity and equals $-x^{-4}\ln|x^2-1|$ at $v=1$. Subtracting the lower limit yields

$$
f_{1,\rm edge}=\frac{\Delta}{\pi}
\left[1+\frac{\ln|x^2-1|}{x^2}\right].
$$

Far above the edge this tends to $\Delta/\pi$, the total oscillator strength of the model edge. Far below it, $\ln(1-x^2)=-x^2-x^4/2-\dots$, so $f_{1,\rm edge}\simeq-\Delta x^2/(2\pi)$. The bound electrons then respond with a positive static polarizability, as they should. A shell whose edge lies far above the photon energy has a small influence for the same reason.

Close to the edge put $x=1+t$. Then $\ln|x^2-1|=\ln|2t|+t/2+\dots$ and $1/x^2=1-2t+\dots$, so

$$
f_{1,\rm edge}=\frac\Delta\pi
\left[1+\ln|2t|-2t\ln|2t|+\frac t2+\dots\right].
$$

The term $-2t\ln|2t|$ is negative below the edge and positive above it, so the dip is symmetric only at leading order. Together with the bounded contribution of $h$, the general result is

$$
f_1(E)=\frac\Delta\pi\ln\frac{|E-E_0|}{E_0}+\text{bounded terms}.
$$

Multiplication by $-C(E)$ gives $\operatorname{Re}n-1$. Replacing $C(E)$ by $C(E_0)$ in front of the logarithm costs a term of order $t\ln|t|$, which vanishes at the edge. Therefore

$$
\operatorname{Re}n=1+A\ln\frac{E_0}{|E-E_0|}+\text{bounded terms},\qquad
A=\frac{2N\hbar^2e^2\Delta}{mE_0^2}.
$$

This holds while $|n-1|\ll1$. An upward absorption step makes a peak in the index. A downward step has $\Delta<0$ and reverses the sign.

The jump is what produces this logarithm: an onset that is continuous and obeys the Hölder condition leaves $f_1$ bounded. An onset $f_2\propto\sqrt{E-E_0}$ satisfies the Hölder condition with $\eta=1/2$, and its $f_1$ stays bounded. For $f_2=\sqrt{u-1}/u^2$ above $u=E'/E_0=1$, numerical quadrature gives a change of only 0.009 in $f_1$ when the distance below the edge shrinks from $10^{-4}E_0$ to $10^{-6}E_0$. For the unit step $f_2=1/u^2$ the change has magnitude 1.465, close to $(\ln100)/\pi$.

An ionization threshold does not by itself supply a net jump, as atomic hydrogen shows. Let $I$ be its ionization energy and $\Delta$ the value of the continuum $f_2$ at threshold. Below threshold lie the lines $1s\to np$ at $E_n=I(1-1/n^2)$. In atomic units the normalized radial functions are

$$
u_{1s}=2re^{-r},\qquad
u_{np}=c_n r^2e^{-r/n}M(2-n,4,2r/n),\qquad
c_n^2=\frac{4(n^2-1)}{9n^5},
$$

where $M$ is the confluent hypergeometric function. Integrating its series term by term gives

$$
J(p)=\int_0^\infty r^3e^{-pr}M(2-n,4,2r/n)\,dr
=6p^{-n-2}\left(p-\frac2n\right)^{n-2}.
$$

The dipole integral is $R_n=\int u_{1s}ru_{np}\,dr=-2c_nJ'(p)$ at $p=1+1/n$. There $p-2/n=1-1/n$, and

$$
-\frac{J'}{J}=\frac{n+2}{p}-\frac{n-2}{p-2/n}
=n\left[\frac{n+2}{n+1}-\frac{n-2}{n-1}\right]=\frac{2n^2}{n^2-1}.
$$

The oscillator strength is $2(E_n-E_1)R_n^2/3$ when $E_n$ and $E_1$ denote level energies in atomic units. Their difference is $(1-1/n^2)/2$, so substitution gives

$$
f_n=\frac{256}{3}\,\frac{n^5(n-1)^{2n-4}}{(n+1)^{2n+4}}
\longrightarrow\frac{256e^{-4}}{3n^3}\qquad(n\to\infty).
$$

These strengths join the continuum smoothly on average. Near the nucleus, states just below and just above threshold have the same radial shape, since their energies hardly differ. Imagine the continuum made discrete by a distant wall. In either case normalization makes the squared amplitude near the nucleus inversely proportional to the classical radial period $T$, while the level spacing is $2\pi\hbar/T$. Strength divided by spacing is therefore the same on the two sides.

In the variable $u=E/I$, the continuum strength density at threshold is $2\Delta/\pi$ and the line spacing is $2/n^3$. Hence $f_n\to4\Delta/(\pi n^3)$, and comparison with the explicit limit gives $\Delta=(64\pi/3)e^{-4}=1.2275$.

At $E=I(1+\varepsilon)$, with small $\varepsilon>0$, a high line contributes $f_nE^2/(E^2-E_n^2)\simeq f_n/[2(\varepsilon+n^{-2})]$. The singular part of the sum is

$$
\frac{2\Delta}{\pi}\sum_n\frac1{n(1+\varepsilon n^2)}
\simeq\frac{2\Delta}{\pi}\ln\frac1{\sqrt\varepsilon}
=-\frac\Delta\pi\ln\varepsilon ,
$$

because the terms behave as $1/n$ until $n\sim\varepsilon^{-1/2}$ and fall as $1/n^3$ beyond it. The continuum contributes $+(\Delta/\pi)\ln\varepsilon$, and the logarithms cancel. Direct summation of $f_nE^2/(E^2-E_n^2)$ up to $n=200000$ shows a rise of 0.9001 as $\varepsilon$ falls from $10^{-4}$ to $10^{-5}$. The continuum logarithm falls by $(\Delta/\pi)\ln10=0.8997$. Free hydrogen thus has no logarithmic divergence as its threshold is approached from above. The edge formula applies to a material whose total $f_2$, including any lines or excitons, has a net step.

In a material with such a step, damping limits the dip. Suppose that every oscillator of the model edge has the same damping rate $\gamma$. The equation of motion of a charge with resonance $\omega_k$ gives $f_1-if_2=\omega^2/(\omega^2-\omega_k^2+i\gamma\omega)$ per unit strength. The strength in $dv$ is $(\Delta/\pi)v^{-2}dv$, by the sum rule density found above. With $g=\hbar\gamma/E_0$ and $w=x^2+igx$,

$$
\begin{aligned}
(f_1-if_2)_{\rm edge}
&=\frac{\Delta x^2}{\pi}\int_1^\infty\frac{dv}{v^2(w-v)}\\
&=\frac{\Delta x^2}{\pi}\left[\frac1w+\frac{\ln(1-w)}{w^2}\right].
\end{aligned}
$$

The same partial fractions were used, with $w$ in place of $x^2$. For $x>0$ the number $v-w$ stays in the lower half-plane along the integration path, so the principal logarithm is the correct one. When $g\to0$ and $x>1$, its imaginary part tends to $-\pi$, which returns $f_2=\Delta/x^2$.

The damped formula remains causal. The singularities of its polarizability come from real $v\ge1$ satisfying $x^2+igx=v$, whose roots for $g<2$ are $x=-ig/2\pm\sqrt{v-g^2/4}$, in the lower half-plane. At $w=0$ the bracket is finite, since its two singular terms cancel. If the real part of $\alpha$ were discarded, the remaining $i\operatorname{Im}\alpha$ would correspond to the odd part of $K$, namely $[K(t)-K(-t)]/2$. At a time $-t$ before the impulse this equals $-K(t)/2$, a response ahead of its cause. The dispersion in $f_1$ cancels it.

At $x=1$, $1-w=-ig$ and $\ln(1-w)=\ln g-i\pi/2$. With $1/w^2\simeq1-2ig$, the real part is

$$
f_{1,\rm edge}(E_0)\simeq\frac\Delta\pi(1+\ln g-\pi g).
$$

Near the edge, $|1-w|\simeq2\sqrt{t^2+g^2/4}$. The logarithmic law therefore needs $\hbar\gamma/2\ll|E-E_0|\ll E_0$. Inside the damping width the dip is rounded.

As a numerical case take a generic solid with $N=5\times10^{22}\ \mathrm{cm^{-3}}$, $E_0=100$ eV, $\Delta=5$ and $\hbar\gamma=0.2$ eV. Four valence electrons are represented by an undamped oscillator at 15 eV. These are round model parameters. Deeper shells are omitted, and the valence oscillator has no absorption at the energies considered, so the model does not predict the total absorption. Nor does it predict $\delta$ for a real element. Away from the immediate edge, $f_1$ depends on the whole shape of $f_2$ above $E_0$, and the model edge carries only $\Delta/\pi=1.59$ electrons in a $1/E^2$ tail, whereas a real core shell may hold more strength and reach its absorption maximum well above threshold.

At a wavelength of 13.5 nm the photon energy is 91.84 eV, and $x^2=0.9184^2=0.8435$. The valence contribution is

$$
f_{1,\rm val}=\frac{4}{1-(15/91.84)^2}=4.110 .
$$

For the edge, $\Delta/\pi=1.592$ and damping is negligible at this distance, so

$$
f_{1,\rm edge}\simeq1.592\left[1+\frac{\ln(0.1565)}{0.8435}\right]
=-1.908 .
$$

The sum is $f_1=2.202$. With $C=4.087\times10^{-3}$ at this energy, $\delta=4.087\times10^{-3}\times2.202=0.00900$ and $\operatorname{Re}n=0.9910$. Without the edge, $\delta$ would be 0.0168. An edge 8 eV above the photon energy thus removes 46% of the valence-only value of $\delta$, although the photon cannot excite the undamped edge. The local-field index gives $\delta=0.00899$, a relative change of about 0.15%, in line with $\chi^2/24$ for $\chi\simeq-2\delta$, which gives the relative change $\delta/6$.

At 1 eV below and above $E_0$, the undamped edge contributes $-4.77$ and $-4.50$. The leading local expression $(\Delta/\pi)(1+\ln|2t|)$ gives $-4.63$ for both. The difference has the sign and size of the term $-2t\ln|2t|$ found above.

At $E_0$ itself, $g=0.002$ and the damped formula gives $f_{1,\rm edge}=-8.31$. Adding the valence value $4/(1-0.15^2)=4.09$ gives $f_1=-4.22$. Since $C(E_0)=4.087\times10^{-3}\times0.8435=3.447\times10^{-3}$, the index decrement is $\delta=-0.0145$ and $\operatorname{Re}n=1.0145$. Numerical root finding places the zeros of the total $f_1$ at 98.4 and 101.3 eV. At these energies the phase velocity equals $c$ in the linear index approximation, and at the edge between them it is smaller than $c$.

The logarithmic coefficient is $A=C(E_0)\Delta/\pi=5.49\times10^{-3}$. Each tenfold approach to an undamped edge would raise the index by $A\ln10=0.0126$. With $\hbar\gamma/2=0.1$ eV, damping removes most of the rise between 0.1 and 0.01 eV from the edge. The upper side also carries absorption: at 105 eV the damped edge has $f_2=4.50$ and $\beta=0.0141$. The index structure extends into the transparent side of this model edge, while its absorption lies mainly above $E_0$.

All numerical values are calculated from the stated model.
